# ELF from the Pauli Kinetic Energy Density and the Meta-GGA Variable α: verification in Python

```python
"""
Result under test: for a closed-shell determinant without current,
    ELF = 1/(1 + alpha^2),  alpha = (tau - tau_W)/tau_unif,  tau - tau_W >= 0.
tau      positive kinetic energy density, (hbar^2/2m) sum |grad psi|^2
tau_W    Weizsaecker density, hbar^2 |grad n|^2 / (8 m n)
tau_unif kinetic energy density of the uniform gas with the same density
ELF is defined from the small-distance coefficient of the same-spin
conditional pair probability, relative to that of the uniform gas.
All quantities are in SI units; pyscf supplies orbitals in atomic units.
"""
import numpy as np
from scipy.constants import hbar, m_e, physical_constants
from scipy.special import spherical_jn
from pyscf import gto, scf

a0 = physical_constants["Bohr radius"][0]
angstrom = 1e-10
kin = hbar**2 / (2 * m_e)


def orbitals(mol, coeff, points):
    """Orbital values, gradients and Laplacians at points given in metres."""
    ao = mol.eval_gto("GTOval_sph_deriv2", np.ascontiguousarray(points / a0))
    psi = ao[0] @ coeff / a0**1.5
    grad = np.array([ao[d] @ coeff for d in (1, 2, 3)]) / a0**2.5
    lap = (ao[4] + ao[7] + ao[9]) @ coeff / a0**3.5
    return psi, grad, lap


def weizsaecker(n, grad_n):
    return hbar**2 / (8 * m_e) * np.sum(grad_n**2, axis=0) / n


def tau_uniform(n):
    return 0.3 * (3 * np.pi**2)**(2 / 3) * hbar**2 / m_e * n**(5 / 3)


def tau_uniform_spin(n_spin):
    return 0.3 * (6 * np.pi**2)**(2 / 3) * hbar**2 / m_e * n_spin**(5 / 3)


def spin_fields(mol, coeff, points):
    """Density, its gradient, tau, current and Laplacian-form tau, one spin."""
    psi, grad, lap = orbitals(mol, coeff, points)
    n = np.sum(abs(psi)**2, axis=1)
    flow = np.einsum("pi,dpi->dp", psi.conj(), grad)
    tau = kin * np.sum(abs(grad)**2, axis=(0, 2))
    tau_lap = -kin * np.sum((psi.conj() * lap).real, axis=1)
    return n, 2 * flow.real, tau, hbar / m_e * flow.imag, tau_lap


def pair_sum(mol, coeff, points):
    """(hbar^2/4 m n) sum_ij |psi_i grad psi_j - psi_j grad psi_i|^2."""
    psi, grad, _ = orbitals(mol, coeff, points)
    a = psi[None, :, :, None] * grad[:, :, None, :]
    a = a - np.swapaxes(a, 2, 3)
    n = np.sum(abs(psi)**2, axis=1)
    return kin / (2 * n) * np.sum(abs(a)**2, axis=(0, 2, 3))


def pair_coefficient(mol, coeff, point):
    """s^2 coefficient of the averaged conditional pair probability,
    from orbital values only, extrapolated from two small distances."""
    directions = np.vstack([np.eye(3), -np.eye(3)])

    def scaled_average(s):
        pts = np.vstack([point, point + s * directions])
        psi = orbitals(mol, coeff, pts)[0]
        gamma = psi[1:] @ psi[0].conj()
        n = np.sum(abs(psi)**2, axis=1)
        return np.mean(n[1:] - abs(gamma)**2 / n[0]) / s**2

    s = 0.004 * a0
    return (4 * scaled_average(s / 2) - scaled_average(s)) / 3


def gas_coefficient(n_spin):
    """The same coefficient from the exchange hole of the uniform gas."""
    k_f = (6 * np.pi**2 * n_spin)**(1 / 3)

    def scaled(x):
        hole = (3 * spherical_jn(1, x) / x)**2
        return n_spin * (1 - hole) * k_f**2 / x**2

    return (4 * scaled(0.05) - scaled(0.1)) / 3


# ---------- nitrogen molecule, closed shell ----------
bond = 1.10 * angstrom
half = bond / 2
mol = gto.M(atom=[["N", (0, 0, -half / a0)], ["N", (0, 0, half / a0)]],
            unit="Bohr", basis="cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
occupied = mf.mo_coeff[:, mf.mo_occ > 0]


def closed_shell(points):
    """n, tau, tau_W, tau_unif, alpha, ELF and Laplacian-form alpha."""
    n, grad_n, tau, _, tau_lap = spin_fields(mol, occupied, points)
    n, grad_n, tau, tau_lap = 2 * n, 2 * grad_n, 2 * tau, 2 * tau_lap
    t_w, t_u = weizsaecker(n, grad_n), tau_uniform(n)
    alpha = (tau - t_w) / t_u
    return n, tau, t_w, t_u, alpha, 1 / (1 + alpha**2), (tau_lap - t_w) / t_u


def on_axis(z):
    z = np.atleast_1d(z)
    return np.column_stack([0 * z, 0 * z, z])


# Locate the lone-pair maximum and the core-valence minimum on the axis.
z_outer = half + np.arange(0.30, 1.50, 0.002) * angstrom
elf_outer = closed_shell(on_axis(z_outer))[5]
i_max = int(np.argmax(elf_outer))
assert 0 < i_max < len(z_outer) - 1
z_lone = z_outer[i_max]
z_inner = np.arange(half + 0.05 * angstrom, z_lone, 0.002 * angstrom)
elf_inner = closed_shell(on_axis(z_inner))[5]
i_min = int(np.argmin(elf_inner))
assert 0 < i_min < len(z_inner) - 1
z_shell = z_inner[i_min]

names = ["midpoint", "shell min", "lone pair", "tail"]
z_values = np.array([0.0, z_shell, z_lone, 2.0 * angstrom])
points = on_axis(z_values)
n, tau, t_w, t_u, alpha, elf, alpha_lap = closed_shell(points)

print("N2, RHF/cc-pVTZ; z measured from bond midpoint")
print(f"bond length = {bond / angstrom:.2f} angstrom")
for i, name in enumerate(names):
    # ELF from its pair-probability definition, no kinetic energy used.
    n_spin = n[i] / 2
    ratio = (pair_coefficient(mol, occupied, points[i])
             / gas_coefficient(n_spin))
    elf_pair = 1 / (1 + ratio**2)
    assert abs(ratio / alpha[i] - 1) < 1e-4
    assert abs(elf_pair - elf[i]) < 1e-4
    print(f"[{name}] z = {z_values[i] / angstrom:.3f} angstrom")
    print(f"  n = {n[i]:.4e} m^-3")
    print(f"  tau = {tau[i]:.4e} J/m^3")
    print(f"  tau_W = {t_w[i]:.4e} J/m^3")
    print(f"  tau - tau_W = {tau[i] - t_w[i]:.4e} J/m^3")
    print(f"  tau_unif = {t_u[i]:.4e} J/m^3")
    print(f"  alpha = {alpha[i]:.4f}, ELF = {elf[i]:.4f}")
    print(f"  ELF from pair probability = {elf_pair:.4f}")

# At the midpoint the density gradient vanishes by symmetry.
assert t_w[0] < 1e-8 * tau[0]
grad_mid = orbitals(mol, occupied, points[:1])[1]
tau_axial = 2 * kin * np.sum(grad_mid[2]**2)
tau_perp = 2 * kin * np.sum(grad_mid[:2]**2)
print(f"midpoint tau, axial part = {tau_axial:.4e} J/m^3")
print(f"midpoint tau, perpendicular part = {tau_perp:.4e} J/m^3")

# Nonnegativity at scattered points, and its failure for the other tau.
rng = np.random.default_rng(7)
cloud = rng.uniform(-2, 2, (3000, 3)) * angstrom
alpha_cloud = closed_shell(cloud)[4]
assert alpha_cloud.min() > -1e-9
assert alpha_lap[3] < 0
print(f"smallest alpha at {len(cloud)} random points = "
      f"{alpha_cloud.min():.3e}")
print(f"tail alpha with Laplacian-form tau = {alpha_lap[3]:.4f}")

# ---------- exact pair-sum identity, real and current-carrying ----------
raw = rng.normal(size=(20, 7)) + 1j * rng.normal(size=(20, 7))
complex_orbitals = mf.mo_coeff[:, :20] @ np.linalg.qr(raw)[0]
sample = np.array([[0.3, 0.2, 0.1], [-0.5, 0.4, 0.9],
                   [0.7, -0.6, -0.3]]) * angstrom
for coeff in (occupied, complex_orbitals):
    ns, gs, ts, js, _ = spin_fields(mol, coeff, sample)
    pauli = ts - weizsaecker(ns, gs)
    current_term = m_e * np.sum(js**2, axis=0) / (2 * ns)
    assert np.allclose(pair_sum(mol, coeff, sample) + current_term,
                       pauli, rtol=1e-9)
    for p in range(len(sample)):
        direct = pair_coefficient(mol, coeff, sample[p])
        predicted = (pauli[p] - current_term[p]) / (3 * kin)
        assert abs(direct / predicted - 1) < 1e-4
share = current_term / pauli
assert share.max() > 1e-3
print("complex determinant: largest current share")
print(f"  of tau_s - tau_W,s = {share.max():.4f}")

# ---------- uniform gas from an explicit plane-wave sum ----------
box = 1e-8
m = np.arange(-21, 22)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
filled = m2[m2 < 20.5**2]
n_gas = 2 * len(filled) / box**3
tau_gas = 2 * kin * (2 * np.pi / box)**2 * filled.sum() / box**3
alpha_gas = tau_gas / tau_uniform(n_gas)
assert abs(alpha_gas - 1) < 2e-3
print(f"plane-wave gas, {2 * len(filled)} electrons:")
print(f"  alpha = {alpha_gas:.5f}, ELF = {1 / (1 + alpha_gas**2):.5f}")

# ---------- lithium atom, unequal spin densities ----------
li = gto.M(atom="Li 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
uhf = scf.UHF(li)
uhf.conv_tol = 1e-11
uhf.kernel()
assert uhf.converged
radius = 1.2 * angstrom
site = np.array([[radius, 0.0, 0.0]])
up, down = [spin_fields(li, uhf.mo_coeff[s][:, uhf.mo_occ[s] > 0], site)
            for s in (0, 1)]
pauli_up = up[2] - weizsaecker(up[0], up[1])
pauli_down = down[2] - weizsaecker(down[0], down[1])
alpha_up = (pauli_up / tau_uniform_spin(up[0]))[0]
alpha_down = (pauli_down / tau_uniform_spin(down[0]))[0]
n_tot, grad_tot = up[0] + down[0], up[1] + down[1]
pauli_tot = up[2] + down[2] - weizsaecker(n_tot, grad_tot)
zeta = (up[0] - down[0]) / n_tot
spin_factor = ((1 + zeta)**(5 / 3) + (1 - zeta)**(5 / 3)) / 2
alpha_tot = (pauli_tot / (tau_uniform(n_tot) * spin_factor))[0]
mixing = (hbar**2 / (8 * m_e)
          * np.sum((down[0] * up[1] - up[0] * down[1])**2, axis=0)
          / (n_tot * up[0] * down[0]))
assert np.allclose(pauli_tot - pauli_up - pauli_down, mixing, rtol=1e-8)
assert abs(alpha_down) < 1e-8
assert abs(alpha_tot / alpha_up - 1) > 0.05
print(f"Li, UHF/cc-pVTZ, r = {radius / angstrom:.2f} angstrom")
print(f"  spin polarisation = {zeta[0]:.4f}")
print(f"  majority: alpha = {alpha_up:.4f}, "
      f"ELF = {1 / (1 + alpha_up**2):.4f}")
print(f"  minority: ELF = {1 / (1 + alpha_down**2):.4f}")
print(f"  total density: alpha = {alpha_tot:.4f}, "
      f"1/(1+alpha^2) = {1 / (1 + alpha_tot**2):.4f}")

print("OK")
```

Running it gives:

```
N2, RHF/cc-pVTZ; z measured from bond midpoint
bond length = 1.10 angstrom
[midpoint] z = 0.000 angstrom
  n = 4.8569e+30 m^-3
  tau = 1.8176e+13 J/m^3
  tau_W = 9.8307e-15 J/m^3
  tau - tau_W = 1.8176e+13 J/m^3
  tau_unif = 4.8828e+13 J/m^3
  alpha = 0.3722, ELF = 0.8783
  ELF from pair probability = 0.8783
[shell min] z = 0.786 angstrom
  n = 7.6664e+30 m^-3
  tau = 3.8201e+14 J/m^3
  tau_W = 1.1136e+14 J/m^3
  tau - tau_W = 2.7065e+14 J/m^3
  tau_unif = 1.0448e+14 J/m^3
  alpha = 2.5904, ELF = 0.1297
  ELF from pair probability = 0.1297
[lone pair] z = 1.230 angstrom
  n = 1.2721e+30 m^-3
  tau = 4.7276e+12 J/m^3
  tau_W = 3.8619e+12 J/m^3
  tau - tau_W = 8.6566e+11 J/m^3
  tau_unif = 5.2352e+12 J/m^3
  alpha = 0.1654, ELF = 0.9734
  ELF from pair probability = 0.9734
[tail] z = 2.000 angstrom
  n = 3.4531e+28 m^-3
  tau = 1.1968e+11 J/m^3
  tau_W = 1.1452e+11 J/m^3
  tau - tau_W = 5.1574e+09 J/m^3
  tau_unif = 1.2836e+10 J/m^3
  alpha = 0.4018, ELF = 0.8610
  ELF from pair probability = 0.8610
midpoint tau, axial part = 4.7420e+11 J/m^3
midpoint tau, perpendicular part = 1.7702e+13 J/m^3
smallest alpha at 3000 random points = 1.692e-01
tail alpha with Laplacian-form tau = -12.7057
complex determinant: largest current share
  of tau_s - tau_W,s = 0.1737
plane-wave gas, 72274 electrons:
  alpha = 0.99999, ELF = 0.50001
Li, UHF/cc-pVTZ, r = 1.20 angstrom
  spin polarisation = 0.9656
  majority: alpha = 0.4183, ELF = 0.8511
  minority: ELF = 1.0000
  total density: alpha = 0.8361, 1/(1+alpha^2) = 0.5886
OK
```
